# Spin Contamination of UHF-CCSD along the Hydrogen Fluoride Dissociation Curve: a numerical check

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""UHF-CCSD spin expectation value along the dissociation of hydrogen fluoride.

Result under test, for real orbitals (p, r alpha; q, s beta):
  <S^2> = M(M+1) + tr(gamma_beta) - sum S_pq S_rs <p+ r s+ q>,
where S_pq is the spatial overlap of alpha orbital p and beta orbital q,
M is half the difference of the electron numbers, and the densities are the
unrelaxed CCSD response densities made from T and Lambda.
Separated limit under test: <S^2> = <S^2>_F + 3/4 - 1/2.
Energies are in hartree, distances in bohr unless a label says otherwise.
"""
from itertools import combinations
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import PchipInterpolator
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import csr_matrix
from pyscf import ao2mo, gto, scf
from pyscf.cc import gccsd
from pyscf.fci import direct_spin1, spin_op

BASIS = "6-31g"
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def molecule(distance, basis=BASIS):
    return gto.M(atom=[["F", (0, 0, 0)], ["H", (0, 0, distance)]],
                 unit="Bohr", basis=basis, verbose=0)


def triplet_hessian(distance, basis=BASIS):
    """Lowest RHF triplet curvatures: sigma/pi-conserving and mixing blocks."""
    mol = molecule(distance, basis)
    rhf = scf.RHF(mol)
    rhf.conv_tol = 1e-11
    rhf.max_cycle = 200
    rhf.kernel()
    assert rhf.converged
    coeff, energy = rhf.mo_coeff, rhf.mo_energy
    norb, nocc = coeff.shape[1], mol.nelectron // 2
    nvir = norb - nocc
    eri = ao2mo.restore(1, ao2mo.kernel(mol.intor("int2e", aosym="s8"),
                                        coeff), norb)
    hess = -eri[:nocc, :nocc, nocc:, nocc:].transpose(0, 2, 1, 3)
    hess = hess - eri[:nocc, nocc:, :nocc, nocc:].transpose(0, 3, 2, 1)
    hess = hess.reshape(nocc * nvir, nocc * nvir)
    gaps = energy[None, nocc:] - energy[:nocc, None]
    hess = hess + np.diag(gaps.ravel())
    pi_ao = [k for k, name in enumerate(mol.ao_labels())
             if "px" in name or "py" in name]
    is_pi = (coeff[pi_ao] ** 2).sum(axis=0) > 1e-6
    same = (is_pi[:nocc, None] == is_pi[None, nocc:]).ravel()
    keep, mix = np.flatnonzero(same), np.flatnonzero(~same)
    values, vectors = np.linalg.eigh(hess[np.ix_(keep, keep)])
    direction = np.zeros(nocc * nvir)
    direction[keep] = vectors[:, 0]
    mixing_value = np.linalg.eigvalsh(hess[np.ix_(mix, mix)])[0]
    return values[0], mixing_value, direction.reshape(nocc, nvir), coeff


def broken_guess(distance, basis=BASIS):
    """Rotate alpha and beta orbitals oppositely along the unstable mode."""
    _, _, direction, coeff = triplet_hessian(distance, basis)
    nocc = direction.shape[0]
    generator = np.zeros((coeff.shape[1],) * 2)
    generator[nocc:, :nocc] = direction.T
    generator -= generator.T
    densities = []
    for angle in (0.6, -0.6):
        occupied = (coeff @ expm(angle * generator))[:, :nocc]
        densities.append(occupied @ occupied.T)
    return np.array(densities)


def solve_uhf(distance, guess, basis=BASIS):
    mol = molecule(distance, basis)
    uhf = scf.UHF(mol)
    if distance < 4.0:
        # a second-order solver copes with the small curvature near the
        # Coulson-Fischer point
        uhf = uhf.newton()
    uhf.conv_tol = 1e-11
    uhf.conv_tol_grad = 1e-6
    uhf.max_cycle = 200
    uhf.kernel(dm0=guess)
    assert uhf.converged
    return mol, uhf


def determinant_spin(mol, uhf):
    occ_a = uhf.mo_coeff[0][:, uhf.mo_occ[0] > 0]
    occ_b = uhf.mo_coeff[1][:, uhf.mo_occ[1] > 0]
    overlap = occ_a.T @ mol.intor("int1e_ovlp") @ occ_b
    half = (occ_a.shape[1] - occ_b.shape[1]) / 2
    return half * (half + 1) + occ_b.shape[1] - (overlap ** 2).sum()


def coupled_cluster(mol, uhf):
    """CCSD and Lambda in UHF spin orbitals, then <S^2> from densities."""
    occupied = [uhf.mo_occ[s] > 0 for s in (0, 1)]
    n_a, n_b = (int(mask.sum()) for mask in occupied)
    nao, norb = uhf.mo_coeff[0].shape
    columns, energies, spins = [], [], []
    for virtual in (False, True):
        for s in (0, 1):
            mask = ~occupied[s] if virtual else occupied[s]
            block = np.zeros((2 * nao, int(mask.sum())))
            block[s * nao:(s + 1) * nao] = uhf.mo_coeff[s][:, mask]
            columns.append(block)
            energies.append(uhf.mo_energy[s][mask])
            spins += [s] * int(mask.sum())
    ghf = scf.GHF(mol)
    ghf.mo_coeff = np.hstack(columns)
    ghf.mo_energy = np.hstack(energies)
    ghf.mo_occ = np.array([1.0] * (n_a + n_b)
                          + [0.0] * (2 * norb - n_a - n_b))
    ghf.e_tot, ghf.converged = uhf.e_tot, True
    ghf._eri = mol.intor("int2e", aosym="s8")
    solver = gccsd.GCCSD(ghf)
    solver.incore_complete = True
    solver.conv_tol, solver.conv_tol_normt = 1e-9, 1e-7
    solver.max_cycle = 200
    eris = solver.ao2mo(solver.mo_coeff)
    solver.kernel(eris=eris)
    solver.solve_lambda(eris=eris)
    assert solver.converged and solver.converged_lambda
    one, two = solver.make_rdm1(), solver.make_rdm2()
    spins = np.array(spins)
    a, b = np.flatnonzero(spins == 0), np.flatnonzero(spins == 1)
    c_a, c_b = ghf.mo_coeff[:nao, a], ghf.mo_coeff[nao:, b]
    overlap = c_a.T @ mol.intor("int1e_ovlp") @ c_b
    trace_a, trace_b = np.trace(one[np.ix_(a, a)]), np.trace(one[np.ix_(b, b)])
    half = (trace_a - trace_b) / 2
    pair = np.einsum("prsq,pq,rs->", two[np.ix_(a, a, b, b)],
                     overlap, overlap, optimize=True)
    v_a = norb - n_a
    t_ab = solver.t2[:n_a, n_a:, :v_a, v_a:]
    exchange = np.einsum("ijab,ib,aj->", t_ab, overlap[:n_a, n_b:],
                         overlap[n_a:, :n_b], optimize=True)
    return SimpleNamespace(
        spin=half * (half + 1) + trace_b - pair, exchange=exchange,
        energy=solver.e_tot, reference=determinant_spin(mol, uhf),
        t=(solver.t1, solver.t2), lam=(solver.l1, solver.l2),
        overlap=overlap, c_a=c_a, trace_b=trace_b, pair=pair)


def determinant_space_check(mol, result):
    """Explicit left and right CCSD states in the full determinant space."""
    norb, nocc = result.overlap.shape[0], mol.nelectron // 2
    nvir = norb - nocc
    lists = sorted(combinations(range(norb), nocc),
                   key=lambda c: sum(1 << k for k in c))
    words = [sum(1 << k for k in c) for c in lists]
    where = {word: k for k, word in enumerate(words)}
    size = len(words)
    rows, cols, signs, label = [], [], [], []
    for col, word in enumerate(words):
        for i in range(nocc):
            for a in range(nocc, norb):
                if (word >> i) & 1 and not (word >> a) & 1:
                    between = (word & ((1 << a) - 1)) >> (i + 1)
                    rows.append(where[word ^ (1 << i) ^ (1 << a)])
                    cols.append(col)
                    signs.append((-1.0) ** bin(between).count("1"))
                    label.append(i * nvir + a - nocc)
    rows, cols, signs, label = map(np.array, (rows, cols, signs, label))
    groups = [np.flatnonzero(label == k) for k in range(nocc * nvir)]

    def one_body(amplitudes):
        data = signs * amplitudes.ravel()[label]
        return csr_matrix((data, (rows, cols)), shape=(size, size))

    def cluster(singles, doubles):
        def same_spin(s1, s2):
            total = one_body(s1)
            for k, g in enumerate(groups):
                i, a = divmod(k, nvir)
                unit = csr_matrix((signs[g], (rows[g], cols[g])),
                                  shape=(size, size))
                total = total + 0.25 * (unit @ one_body(s2[i, :, a, :]))
            return total
        o, v = nocc, nvir
        mixed = [one_body(doubles[k // v, o:, k % v, v:])
                 for k in range(o * v)]
        return (same_spin(singles[:o, :v], doubles[:o, :o, :v, :v]),
                same_spin(singles[o:, v:], doubles[o:, o:, v:, v:]), mixed)

    def act(operator, vector, dagger=False):
        alpha, beta, mixed = operator
        if dagger:
            alpha, beta = alpha.T, beta.T
        out = alpha @ vector + (beta @ vector.T).T
        for matrix, g in zip(mixed, groups):
            source, target = (rows[g], cols[g]) if dagger else (cols[g], rows[g])
            matrix = matrix.T if dagger else matrix
            part = signs[g][:, None] * vector[source]
            out[target] += (matrix @ part.T).T
        return out

    def exponential(operator, vector, factor, dagger=False):
        total, term = vector.copy(), vector
        for n in range(1, 2 * nocc + 1):
            term = act(operator, term, dagger) * (factor / n)
            total += term
            if abs(term).max() < 1e-15:
                break
        return total

    t_op, lam_op = cluster(*result.t), cluster(*result.lam)
    reference = np.zeros((size, size))
    reference[0, 0] = 1.0
    right = exponential(t_op, reference, 1.0)
    bare_left = reference + act(lam_op, reference)
    left = exponential(t_op, bare_left, -1.0, dagger=True)

    # beta determinants expanded in determinants of the alpha orbitals
    occ = np.array(lists)
    minors = np.linalg.det(result.overlap[occ[:, None, :, None],
                                          occ[None, :, None, :]])
    nelec = (nocc, nocc)
    common_right = np.ascontiguousarray(right @ minors.T)
    common_left = np.ascontiguousarray(left @ minors.T)
    squared = spin_op.contract_ss(common_right, norb, nelec)
    spin = (common_left * squared.reshape(size, size)).sum()

    h_one = result.c_a.T @ scf.hf.get_hcore(mol) @ result.c_a
    h_two = ao2mo.kernel(mol.intor("int2e", aosym="s8"), result.c_a)
    full = direct_spin1.absorb_h1e(h_one, h_two, norb, nelec, 0.5)

    def hamiltonian(vector):
        image = direct_spin1.contract_2e(full, vector, norb, nelec)
        return image.reshape(size, size) @ minors

    rank = (occ >= nocc).sum(axis=1)
    rank = rank[:, None] + rank[None, :]
    low, excited = rank <= 2, (rank > 0) & (rank <= 2)
    electronic = result.energy - mol.energy_nuc()
    transformed = exponential(t_op, hamiltonian(common_right) * low, -1.0)
    t_residual = abs(transformed[excited]).max()
    energy_error = abs(transformed[0, 0] - electronic)
    lam_image = exponential(t_op, hamiltonian(common_left), 1.0, dagger=True)
    lam_residual = abs((lam_image - electronic * bare_left)[excited]).max()
    return spin, t_residual, lam_residual, energy_error, size ** 2


# Coulson-Fischer point from the curvature of the RHF energy
r_cf = brentq(lambda r: triplet_hessian(r)[0], 1.8, 3.6, xtol=1e-5)
mixing_curvature = triplet_hessian(r_cf)[1]

# scan, following one UHF solution inward and outward from 4 bohr
densities, data = {}, {}


def record(distance, guess):
    mol, uhf = solve_uhf(distance, guess)
    densities[distance] = np.array(uhf.make_rdm1())
    data[distance] = coupled_cluster(mol, uhf)


def record_near(distance):
    nearest = min(densities, key=lambda r: abs(r - distance))
    record(distance, densities[nearest])


record(4.0, broken_guess(4.0))
for r in (3.5, 3.0, 2.0, 4.5, 5.0, 5.5, 6.0, 7.0, 8.0, 10.0):
    record_near(r)
scan = sorted(data)
curve = np.array([data[r].spin for r in scan])
for r in scan:
    if r < r_cf:
        assert abs(data[r].reference) < 1e-5 and abs(data[r].spin) < 1e-5
    else:
        assert data[r].reference > 0.01

# onset of UHF contamination, extrapolated to zero from larger distances
onset_r, onset_s, guess = [], [], densities[3.5]
for shift in (0.3, 0.2, 0.1):
    mol, uhf = solve_uhf(r_cf + shift, guess)
    guess = np.array(uhf.make_rdm1())
    onset_r.append(r_cf + shift)
    onset_s.append(determinant_spin(mol, uhf))
r_onset = np.polyfit(onset_s, onset_r, 2)[-1]
assert min(onset_s) > 1e-3 and abs(r_onset - r_cf) < 0.03

# density formula and amplitude equations against explicit determinants
check_r = 4.0
explicit, t_res, lam_res, e_err, n_det = determinant_space_check(
    molecule(check_r), data[check_r])
assert abs(explicit - data[check_r].spin) < 1e-8
assert t_res < 1e-5 and lam_res < 1e-5 and e_err < 1e-6

# one virtual orbital per spin: CCSD is exact and restores the singlet
mol, uhf = solve_uhf(3.5, broken_guess(3.5, "sto-3g"), "sto-3g")
minimal = coupled_cluster(mol, uhf)
assert minimal.reference > 0.1 and abs(minimal.spin) < 1e-5

# separated fragments with opposite spin projections
atom = gto.M(atom="F 0 0 0", spin=1, basis=BASIS, verbose=0)
atom_uhf = scf.UHF(atom)
atom_uhf.conv_tol = 1e-11
atom_uhf.kernel()
assert atom_uhf.converged
fluorine = coupled_cluster(atom, atom_uhf)
limit = fluorine.spin + 0.75 - 0.5
assert abs(data[10.0].spin - limit) < 2e-3
assert abs(data[10.0].exchange) < 0.05

print("method: all-electron UHF-CCSD, basis", BASIS)
print(f"Coulson-Fischer distance: {r_cf:.4f} bohr = {r_cf*ANGSTROM:.4f} angstrom")
print(f"same from UHF onset extrapolation: {r_onset:.4f} bohr")
print(f"sigma-pi mixing curvature there: {mixing_curvature:.5f} hartree")
print("R/bohr  UHF <S^2>  CCSD <S^2>  exchange term X  E(CCSD)/hartree")
for r in scan:
    d = data[r]
    print(f"{r:5.2f}  {d.reference:9.5f}  {d.spin:10.5f}  "
          f"{d.exchange:12.5f}  {d.energy:14.6f}")
d = data[check_r]
print(f"at {check_r:.1f} bohr: trace of beta 1-density {d.trace_b:.6f}")
print(f"at {check_r:.1f} bohr: contracted pair density {d.pair:.6f}")
print(f"at {check_r:.1f} bohr: <S^2> from densities {d.spin:.8f}")
print(f"at {check_r:.1f} bohr: <S^2> from determinants {explicit:.8f}")
print("number of determinants in that check:", n_det)
print(f"largest T residual {t_res:.1e}, Lambda residual {lam_res:.1e} hartree")
print(f"STO-3G at 3.5 bohr: UHF <S^2> {minimal.reference:.5f}, "
      f"CCSD |<S^2>| {abs(minimal.spin):.1e}")
print(f"F atom: UHF <S^2> {fluorine.reference:.6f}, CCSD {fluorine.spin:.6f}")
print(f"separated-limit <S^2>: {limit:.6f}")
print(f"molecule at 10 bohr minus limit: {data[10.0].spin-limit:.2e}")

# distance at which the contamination reaches half its separated limit
first = int(np.flatnonzero(curve > limit / 2)[0])
smooth = PchipInterpolator(scan, curve)
r_half = brentq(lambda r: float(smooth(r)) - limit / 2,
                scan[first - 1], scan[first])
record_near(r_half)
assert abs(data[r_half].spin - limit / 2) < 0.15
print(f"interpolated half-rise distance: {r_half:.3f} bohr = "
      f"{r_half*ANGSTROM:.3f} angstrom")
print(f"CCSD <S^2> computed there: {data[r_half].spin:.5f}")

# interior maxima beyond the Coulson-Fischer point
peaks = [k for k in range(1, len(scan) - 1) if scan[k] > r_cf
         and curve[k] > max(curve[k - 1], curve[k + 1]) + 1e-4]
largest_is_finite = False
if peaks:
    k = max(peaks, key=lambda j: curve[j])
    lower, upper = scan[k - 1], scan[k + 1]
    for _ in range(3):
        window = sorted(r for r in data if lower <= r <= upper)
        j = max(range(len(window)), key=lambda m: data[window[m]].spin)
        three = np.array(window[j - 1:j + 2])
        center = three[1]
        fit = np.polyfit(three - center, [data[r].spin for r in three], 2)
        vertex = float(center - fit[1] / (2 * fit[0]))
        if min(abs(vertex - r) for r in window) < 0.01:
            break
        record_near(vertex)
    r_peak = max((r for r in data if lower <= r <= upper),
                 key=lambda r: data[r].spin)
    assert data[r_peak].spin > max(data[lower].spin, data[upper].spin)
    largest_is_finite = data[r_peak].spin > limit
    print(f"highest interior maximum: {r_peak:.3f} bohr = "
          f"{r_peak*ANGSTROM:.3f} angstrom")
    print(f"CCSD <S^2> at that maximum: {data[r_peak].spin:.5f}")
    print(f"UHF <S^2> at that maximum: {data[r_peak].reference:.5f}")
    print(f"maximum minus separated limit: {data[r_peak].spin-limit:.5f}")
else:
    print("interior maxima above 0.0001 resolved by the scan: 0")
print("largest deviation lies at:",
      "the finite distance above" if largest_is_finite
      else "the separated limit")
print("done: every assertion held")
```

It prints:

```
method: all-electron UHF-CCSD, basis 6-31g
Coulson-Fischer distance: 2.4134 bohr = 1.2771 angstrom
same from UHF onset extrapolation: 2.4273 bohr
sigma-pi mixing curvature there: 0.18349 hartree
R/bohr  UHF <S^2>  CCSD <S^2>  exchange term X  E(CCSD)/hartree
 2.00    0.00000    -0.00000       0.00000     -100.106934
 3.00    0.69618     0.00301       0.27355     -100.007535
 3.50    0.88287     0.03683       0.44457      -99.972648
 4.00    0.95413     0.23447       0.37264      -99.954271
 4.50    0.98228     0.59668       0.19040      -99.947759
 5.00    0.99356     0.83342       0.07943      -99.945979
 5.50    0.99807     0.93577       0.03140      -99.945448
 6.00    0.99986     0.97618       0.01222      -99.945242
 7.00    1.00079     0.99728       0.00212      -99.945100
 8.00    1.00090     0.99979       0.00091      -99.945073
10.00    1.00091     1.00000       0.00081      -99.945069
at 4.0 bohr: trace of beta 1-density 5.000000
at 4.0 bohr: contracted pair density 4.765526
at 4.0 bohr: <S^2> from densities 0.23447372
at 4.0 bohr: <S^2> from determinants 0.23447372
number of determinants in that check: 213444
largest T residual 3.2e-08, Lambda residual 9.3e-08 hartree
STO-3G at 3.5 bohr: UHF <S^2> 0.93209, CCSD |<S^2>| 1.6e-13
F atom: UHF <S^2> 0.750906, CCSD 0.750005
separated-limit <S^2>: 1.000005
molecule at 10 bohr minus limit: -8.58e-08
interpolated half-rise distance: 4.360 bohr = 2.307 angstrom
CCSD <S^2> computed there: 0.49901
interior maxima above 0.0001 resolved by the scan: 0
largest deviation lies at: the separated limit
done: every assertion held
```
